Spin-orbit coupling of p states in a scalar-relativistic basis

**Why scalar-relativistic p functions are slow to build p1/2 character**

An electron near a nucleus of charge Z meets two lengths. In atomic units (ħ = m = e = 1, c = 1/α) they are the inner-shell radius 1/Z and the radius r_c = Zα²/2 at which Z/r equals 2c². The spin-orbit term of a p electron, wZα²/(4r³) with w = ⟨σ·L⟩, stands to the centrifugal term 1/r² as w r_c/(2r). Over the inner shell this ratio is of order w(Zα)², so on an energy scale Z² the first-order shift goes as wZ⁴α² and the second-order shift as w²Z⁶α⁴. A basis that cannot change the shape of the radial function misses the second-order piece: a fraction of order (Zα)² of the splitting, four times larger for p1/2 (w = −2) than for p3/2 (w = +1). At r ≲ r_c the ratio reaches order one, and spin-orbit coupling changes the power of r with which the function starts. The hydrogen-like 2p level fixes the exponents and the coefficients.

**The two-component operator**

Take a spherical potential V, large and small radial functions g and f, P = rg, Q = rf, and κ = +1 for p1/2, κ = −2 for p3/2, so that κ(κ+1) = l(l+1) and w = −(κ+1). With E measured from the rest energy, M = 1 + (E−V)/(2c²) and A = 1/(2M), the radial Dirac equations are

P′ = −κP/r + 2McQ,  Q′ = κQ/r − (E−V)P/c.

The first gives Q = A(P′ + κP/r)/c, and the second then reads

−(d/dr − κ/r)[A(P′ + κP/r)] + VP = EP.

With A held fixed this is the stationarity condition of H_κ[P]/∫P²dr, where

H_κ[P] = ∫ [A(P′ + κP/r)² + VP²] dr.

Throughout, the E inside A is frozen at the Dirac eigenvalue sought. H_κ is then linear and Hermitian, with the Dirac large component as exact eigenfunction and the Dirac energy as eigenvalue, so any error below is basis error. For valence states, freezing E a few eV elsewhere changes M by parts in 10⁶, since 2c² is about 10⁶ eV.

To isolate the j-dependence, note that rg′ = P′ − P/r and expand:

(P′ + κP/r)² = (P′ − P/r)² + (κ+1)(P²)′/r + (κ²−1)P²/r².

Integrate the middle term by parts; the boundary term AP²/r vanishes at both ends:

∫ A(κ+1)(P²)′/r dr = −(κ+1) ∫ P² (A′/r − A/r²) dr.

The A/r² pieces add to (κ²−1) + (κ+1) = κ(κ+1) = l(l+1). Since M′ = −V′/(2c²), A′ = −M′/(2M²) = V′/(4M²c²). Hence

H_κ = H_KH + wξ,  ξ = V′/(4M²c²r),

H_KH[P] = ∫ [A(P′ − P/r)² + A l(l+1)P²/r² + VP²] dr.

H_KH is the Koelling-Harmon operator. It drops wξ, whose average with weights 2j+1 is zero: 2(−2) + 4(+1) = 0. Second variation diagonalizes H_KH + wξ in a truncated set of eigenfunctions of H_KH.

**Exponents at a point nucleus**

For V = −Z/r and r ≪ r_c, M ≈ r_c/r, so A ≈ ar with a = c²/Z, and ξ ≈ (Z/r²)(ar)²/(c²r) = a/r. This has the form of the centrifugal term a l(l+1)/r. In H_κ,

ar(P′ + κP/r)² − ZP²/r = a[rP′² + κ(P²)′ + (κ² − Z²α²)P²/r],

because Z/a = Z²α². The total derivative drops out. What remains is positive for Zα < |κ|, and V is bounded elsewhere, so H_κ is bounded below. Stationarity, with EP negligible beside the 1/r terms, gives −(rP′)′ + (κ² − Z²α²)P/r = 0, and P = r^γ gives

γ_κ² = κ² − (Zα)².

In H_KH the first term has κ replaced by −1, contributing 1, and the centrifugal term contributes l(l+1):

γ_KH² = l(l+1) + 1 − (Zα)².

For l = 0 this is the exact s1/2 exponent. For l = 1 the constants are 1, 3 and 4 for p1/2, KH and p3/2, the 3 being the weighted mean (2·1 + 4·4)/6. At Z = 66, with Zα = 0.4816, the exponents are 0.876, 1.664 and 1.941. Since g ∝ r^(γ−1), the KH function vanishes at the nucleus as p3/2 does, though with its own exponent, while the p1/2 large component diverges weakly as r^(−0.124). The exponent does not depend on E, so every finite combination of KH p functions vanishes at least as fast as r^0.664. A complete set still represents p1/2 in the mean; the question is how much energy a truncated set loses.

**The solvable model: hydrogen-like 2p**

Let the basis be the single KH 2p state. Its estimate E_KH + w⟨ξ⟩ exceeds the exact level by minus the second- and higher-order terms. To leading order in (Zα)², H_KH is the Schrödinger operator and M = 1 in ξ. With ρ = Zr and energies in units of Z², the perturbation is η/ρ³ with η = wZ²α²/4, and

P₀² = ρ⁴e^(−ρ)/24,  m = ⟨ρ⁻³⟩ = ∫ρe^(−ρ)dρ/24 = 1/24.

The splitting is therefore 3(Z²α²/4)(1/24)Z² = Z⁴α²/32. Write the first-order correction as χ = fP₀, where f is now a multiplier (the Dalgarno-Lewis method). In (H₀ − E₀)χ = −η(ρ⁻³ − m)P₀ the terms in f itself cancel, leaving −½(f″P₀ + 2f′P₀′) on the left. Multiplying by −2P₀,

(P₀²f′)′ = 2ηP₀²(ρ⁻³ − m).

Integrate from zero with

∫₀^ρ xe^(−x)dx = 1 − e^(−ρ)(1 + ρ),

∫₀^ρ x⁴e^(−x)dx/24 = 1 − e^(−ρ)(1 + ρ + ρ²/2 + ρ³/6 + ρ⁴/24).

Their difference gives P₀²f′ = (2η/24)e^(−ρ)(ρ²/2 + ρ³/6 + ρ⁴/24), so

f′ = η(1/ρ² + 1/(3ρ) + 1/12).

At small ρ, f ≈ −η/ρ = −w r_c/(2r), and for r_c ≪ r ≪ 1/Z

P/P_KH ∝ 1 − w r_c/(2r).

Relative to the KH function, p1/2 is enhanced by r_c/r and p3/2 is depleted by half as much. The KH function has a term of the same order itself. In this range A′/A = r_c/r², and the radial equation reduces to P″ − 2P/r² + (r_c/r²)(P′ + κP/r) = 0, with κ replaced by −1 for KH. Setting P = r² + b r_c r gives b = (κ+2)/2: 3/2 for p1/2, 1/2 for KH and 0 for p3/2. The constant term b r_c in g is the perturbative trace of an exponent that stays below 2 even as Zα → 0 (1 for p1/2, √3 for KH), and it is three times larger for p1/2 than for KH. Both corrections have the same shape and differ only through w.

The second-order energy is η∫P₀² f (ρ⁻³ − m)dρ = ½∫f(P₀²f′)′dρ = −½∫P₀²f′²dρ, the boundary term fP₀²f′ ∝ ρ vanishing at the origin. Squaring f′/η and multiplying by ρ⁴,

½P₀²f′² = (η²/48) e^(−ρ)(1 + 2ρ/3 + 5ρ²/18 + ρ³/18 + ρ⁴/144),

where 5/18 = 1/9 + 2/12. With ∫ρⁿe^(−ρ)dρ = n! the bracket integrates to 1 + 2/3 + 5/9 + 1/3 + 1/6 = 49/18. Restoring Z² and η² = w²Z⁴α⁴/16,

ΔE = (49/864)(w²/16)Z⁶α⁴ = 49w²Z⁶α⁴/13824.

Both levels lie too high, p1/2 four times more, so the splitting is too small by the fraction

(4 − 1)(49/13824)Z⁶α⁴ / (Z⁴α²/32) = (49/144)(Zα)².

The numerical check solves H_κ and H_KH in a B-spline basis. It tests the Dirac levels against the Sommerfeld formula, the splitting of H_κ into H_KH + wξ, the three exponents, and, at Z = 5, ΔE and f′, which agree with the formulas to within one percent. At Z = 66 the one-state errors are 108.2 eV for p1/2 and 18.6 eV for p3/2 against a Dirac splitting of 1006.8 eV. The deficit is (108.2 − 18.6)/1006.8 = 0.089, where the leading formula gives (49/144)(0.4816)² = 0.079. Across Z = 5, 20, 40, 66, 80 the deficit is 0.00045, 0.0073, 0.030, 0.089, 0.139, which is why the matter concerns heavy atoms.

The error ratio grows from 4.02 to 4.22, 4.72, 5.81 and 6.73 over the same scan. Third order fixes the direction. Its energy is η³C₃ with C₃ = ⟨χ₁|ρ⁻³ − m|χ₁⟩ and χ₁ = χ/η ∝ ρ near the origin, so the integrand goes as 1/ρ and C₃ contains a positive logarithm cut off at r_c. Its contribution −η³C₃ to the error is positive for η < 0 (p1/2) and negative for η > 0 (p3/2), so it raises the ratio. Relativistic corrections to the second-order term are of the same order in Zα, but they scale as w² and cancel in the ratio. They do shift each error separately: at Z = 5 both errors lie slightly below the leading formula, at 0.999 and 0.994 of it. Fourth and higher orders in w come from r ~ r_c, where w r_c/r is of order one; they are of the same order in Zα as the third but lack the logarithm, and at large Z they raise the ratio further.

**Where the missing energy lies**

The integrand above is finite at ρ = 0 and decays as e^(−ρ): the energy is lost over the inner shell, not at the origin. For Z = 66, r_c = 9.3×10⁻⁴ Å and 1/Z corresponds to 8.0×10⁻³ Å, so Zr_c = 0.116, and the leading-order integrand assigns about 0.116/(49/18), or 4%, to r < r_c. Even this is an overestimate, because below r_c the multiplier's slope f′ grows only as 1/r and the weight A falls as r. Reshaping a function on the length 1/Z needs states with kinetic energy of order Z², about 10⁵ eV here. In the calculation the bound KH p states in the box recover 17% of the p1/2 one-state error, and half is recovered only at a cutoff near 10⁵ eV above the 2p level.

A finite nucleus confirms this. Inside a uniformly charged sphere V and M are finite and ξ tends to a constant, so r⁻² terms come only from l(l+1), and P ∝ r² in all three channels. With a round model radius of 6.5×10⁻⁵ Å the computed exponents are 2.00. All three large components then vanish at the origin, and the contrast survives in the slope g′(0): 12.4 times the KH value for p1/2, 0.37 times for p3/2. The p1/2 density at the origin comes from the small component: with P = g′(0)r² and κ = +1, Q = 3g′(0)r/(2Mc), so Q/r → 3g′(0)/(2Mc). The one-state error moves only from 108.18 to 108.09 eV, by less than 0.1% of itself. The behaviour at the nucleus signals the wrong inner shape; it is not where the energy is lost.

For a strictly pointlike nucleus, the exponents do govern the final approach to completeness. Keeping the eigenvalue ε, the KH equation for r ≪ r_c is −a(rP′)′ + aγ_KH²P/r = εP. With t = √r, (rP′)′ = (tP_t)_t/(4t), so

P_tt + P_t/t − (2γ_KH)²P/t² + k²P = 0,  k² = 4εZ/c²,

and P = J_ν(kt) with ν = 2γ_KH. Since dr = 2t dt, expansion in these functions is a Hankel transform with measure k dk. At large k only the non-matching power at the origin contributes, ψ ∝ t^(2γ_κ), and the substitution s = kt shows that the coefficient ∫t^(2γ_κ)J_ν(kt)t dt scales as k^(−2γ_κ−2). The energy carried above the cutoff is then

T ∝ ∫ k² · k^(−4γ_κ−4) · k dk ∝ k_cut^(−4γ_κ) ∝ ε_cut^(−2γ_κ).

This requires k²r ~ 1 at r ≪ r_c, that is ε_cut well above c²/(4Zr_c) = c⁴/(2Z²), which is 1.1×10⁶ eV at Z = 66. A nucleus of radius R cuts the law off near k²R ~ 1, that is ε = c²/(4ZR), which is 1.6×10⁷ eV for the radius used above. The two energies differ by the factor r_c/R ≈ 14, about one decade, too narrow a window for the power law to develop, so at Z = 66 it is a property of the point-nucleus model. Projecting (H_KH + wξ − E)ψ = 0 on a KH state n gives ⟨n|ψ⟩ = −w⟨n|ξ|ψ⟩/(ε_n − E), so T = w²Σ⟨n|ξ|ψ⟩²/(ε_n − E) over the omitted states. Point-nucleus fits at Z = 66, taken at cutoffs above 2.7×10⁸ eV, give exponents 1.75 for p1/2 and 3.89 for p3/2 against 2γ_κ = 1.753 and 3.882, and 1.74 for the actual p1/2 variational error.

**Dy³⁺ 5p**

The potential is that of Dy³⁺, [Xe]4f⁹, spherical and spin-unpolarized, with a point nucleus, self-consistent in scalar ZORA with the LDA (Slater exchange, VWN correlation), in a box of radius 5.59 Å that discretizes the continuum. In this fixed potential the Dirac levels are −57.596 eV (5p1/2) and −52.365 eV (5p3/2), a splitting of 5.23 eV (0.192 hartree); the KH 5p level is −53.830 eV. Errors are second-variational minus Dirac energies, in eV, for cutoffs of 10², 10³, 10⁴ and 10⁵ eV above the KH 5p level:

5p1/2, core kept: 1.041, 0.835, 0.549, 0.314
5p3/2, core kept: 0.231, 0.158, 0.082, 0.035
5p1/2, core omitted: 0.472, 0.167, −0.273, −0.648
5p3/2, core omitted: 0.066, 0.007, −0.056, −0.095

The spacing of the splines grows with r, so well above 10² eV the outer part of the continuum states is not resolved. A finer outer mesh leaves the 10² eV entries unchanged and moves the others by less than 0.04 eV. The 10² eV entries depend weakly on the box: a radius of 8 Å moves them by about 0.001 eV, one of 4.5 Å by up to 0.011 eV.

With the KH 2p, 3p and 4p states kept, 5p is the fourth eigenvalue, and the min-max principle makes the fourth Ritz value an upper bound that falls as the basis grows. It falls slowly: a thousandfold increase of the cutoff leaves 0.314/1.041 = 30% of the p1/2 error.

Omitting the core states, as the second variation of the LAPW method does, removes the bound, and the errors change sign. The span of the four lowest core-kept Ritz vectors contains a vector orthogonal to the three KH core states; it belongs to the core-free space and its Rayleigh quotient is at most the fourth Ritz value. The lowest core-free value therefore lies at or below the core-kept one at every cutoff, and at or below the Dirac level in the limit. In second-order terms, omitted core states would push 5p up and omitted continuum states would push it down. The smaller core-free error at 10² eV is a partial cancellation of the two, and raising the cutoff drives the level past the Dirac value. At 10² eV the core-free splitting is 5.232 + 0.066 − 0.472 = 4.83 eV, low by 8% of the Dirac value; with the core kept it is 4.42 eV, low by 15%.

**The p1/2 local orbital**

The missing shape can be supplied directly. Inside a sphere of radius R_MT = 1.30 Å define

φ = a₁u + a₂u̇ + P_1/2(E_l),

where u is the KH 5p function, u̇ its energy derivative at frozen M, and P_1/2(E_l) the regular solution of H_κ with κ = +1 at the KH level E_l, 3.77 eV above the true 5p1/2 level. The two coefficients make φ and φ′ vanish at R_MT, and φ = 0 outside; being continuous with its slope, φ leaves the upper bound intact. At r ~ 1/Z the potential is of order 10⁵ eV, so an energy offset of a few eV hardly alters the inner shape: P_1/2(E_l) has the inner shape of the exact state. By the same argument all valence-energy KH functions share one inner shape, so a local orbital whose third function is a KH solution at a nearby energy brings nothing new there.

The calculation separates the two cases. At the 10² eV cutoff the 5p1/2 error is 1.0405 eV with the core kept and 0.4715 eV with the core omitted. The KH-type orbital changes either value by less than 0.001 eV, while the p1/2 orbital lowers them to below 0.002 eV and to about 0.001 eV. The gain comes from the p1/2 shape, not from one more basis function. With the core omitted, the cutoff must stay low: φ overlaps the missing core states, and at cutoffs of 10⁴ eV and above a spurious level appears near or far below 5p.

The same orbital also repairs most of 5p3/2, whose error falls from 0.231 to 0.0097 eV with the core and from 0.066 to 0.0039 eV without. Expand the inner shape in w as u + wχ₁ + w²χ₂, with χ₁ and χ₂ now taken per unit power of w. The orbital supplies −2χ₁ + 4χ₂ and p3/2 needs χ₁ + χ₂; a coefficient −½ matches χ₁ and leaves a mismatch 3χ₂. For p1/2 the coefficient 1 leaves no such mismatch. This is consistent with p3/2 retaining the larger error of the two, although the calculation does not isolate χ₂. The larger p3/2 error makes the corrected splittings slightly too large: 5.240 eV with the core and about 5.235 eV without, against 5.232 eV.

These figures belong to an isolated ion in a fixed spherical potential. In a solid the valence basis and the self-consistent density differ, while the inner-shell argument, which rests on |V| far exceeding valence energies, carries over. Only the 5p shell, close to E_l, was tested; how well the same orbital serves a p shell at a very different energy was not examined.

Calculated quantities

```
c = 137.035999 a.u.; hartree = 27.211386 eV; bohr = 0.529177 A
hydrogenic 2p, one KH state: Z, err p1/2 (eV), err p3/2 (eV), ratio, splitting deficit, (49/144)(Z alpha)^2
   5 1.7077e-05 4.2468e-06 4.021 0.00045 0.00045
  20 7.0223e-02 1.6636e-02 4.221 0.00730 0.00725
  40 4.6849e+00 9.9299e-01 4.718 0.03015 0.02899
  66 1.0818e+02 1.8611e+01 5.813 0.08897 0.07893
  80 3.8702e+02 5.7514e+01 6.729 0.13912 0.11597
Z=5 p1/2: err/leading = 0.9990; f' numeric/formula at Zr=0.3 bohr = 0.9984
Z=5 p3/2: err/leading = 0.9937; f' numeric/formula at Zr=0.3 bohr = 0.9947
Z=66 gamma p1/2: numeric 0.8770, formula 0.8764
Z=66 gamma KH p: numeric 1.6639, formula 1.6637
Z=66 gamma p3/2: numeric 1.9411, formula 1.9411
Z=66 p1/2 tail exponent 1.748, 2 gamma = 1.753
Z=66 p3/2 tail exponent 3.892, 2 gamma = 3.882
Z=66 p1/2 Ritz-error exponent 1.738
Z=80 p1/2 tail exponent 1.622, 2 gamma = 1.624
Z=80 p3/2 tail exponent 3.835, 2 gamma = 3.826
Z=80 p1/2 Ritz-error exponent 1.616
Z=66: Z alpha = 0.48163; r_c = 9.299e-04 A; bohr/Z = 8.018e-03 A; 2c^4/Z^2 = 4.406e+06 eV
Z=66 Dirac 2p1/2 -16044.66 eV, 2p3/2 -15037.87 eV, splitting 1006.79 eV
Z=66 p1/2: fraction recovered by bound KH states 0.169; half recovered at 1.023e+05 eV above 2p
finite nucleus R = 6.50e-05 A: exponents of P at R/20: 1.998 1.999 2.000
  g'(0) relative to KH: p1/2 12.412, p3/2 0.367; p1/2 one-state err 108.090 eV
Dy3+: box 5.590 A, R_MT 1.30 A, SCF iterations 58
KH 5p level -53.8298 eV
Dirac 5p1/2 -57.5962 eV; KH p states up to 100 eV above 5p: 10
  err (eV) 5p state alone 0.6252
  err (eV) with core, cut 1e2,1e3,1e4,1e5 eV: 1.0405 0.8349 0.5490 0.3143
  err (eV) no core,   cut 1e2,1e3,1e4,1e5 eV: 0.4715 0.1673 -0.2726 -0.6478
  err (eV) cut 1e2 eV, with core: +KH LO 1.0404, +p1/2 LO 0.00173
  err (eV) cut 1e2 eV, no core:   +KH LO 0.4713, +p1/2 LO 0.00110
Dirac 5p3/2 -52.3646 eV; KH p states up to 100 eV above 5p: 10
  err (eV) 5p state alone 0.1054
  err (eV) with core, cut 1e2,1e3,1e4,1e5 eV: 0.2305 0.1583 0.0822 0.0350
  err (eV) no core,   cut 1e2,1e3,1e4,1e5 eV: 0.0663 0.0072 -0.0558 -0.0951
  err (eV) cut 1e2 eV, with core: +KH LO 0.2305, +p1/2 LO 0.00972
  err (eV) cut 1e2 eV, no core:   +KH LO 0.0663, +p1/2 LO 0.00393
5p splitting: Dirac 5.2316 eV = 0.19226 hartree
  cut 1e2 eV with core 4.4216 eV, +p1/2 LO 5.2396 eV
  cut 1e2 eV no core   4.8264 eV, +p1/2 LO 5.2345 eV
```
